# Phonon splitting under equal cubic shears in diamond-lattice crystals, part 1

(Sections cited here and not found follow in the second part.)

## First half: from the strained cell to the splitting

A diamond-lattice crystal has two identical atoms of mass $m$ in its primitive cell. Its optical phonon at the zone centre is triply degenerate, with angular frequency $\omega_0$. The problem is to find what a small uniform shear does to these three modes, and then to use the answer to read the stress in a thin film.

The axes $x,y,z$ are the cubic axes and stay fixed in space. The strain $\varepsilon$ is a symmetric matrix of tensor components, so a lattice vector $\mathbf R$ becomes $(I+\varepsilon)\mathbf R$, with no rotation. An atom of sublattice A has four neighbours on sublattice B. With the unstrained bond length as the unit of length, the four bonds are

$$\mathbf b^0_1=\tfrac{1}{\sqrt3}(1,1,1),\quad \mathbf b^0_2=\tfrac{1}{\sqrt3}(1,-1,-1),$$
$$\mathbf b^0_3=\tfrac{1}{\sqrt3}(-1,1,-1),\quad \mathbf b^0_4=\tfrac{1}{\sqrt3}(-1,-1,1).$$

### (a) Which matrix has the squared frequencies as its eigenvalues?

Let $E$ be the energy per cell of the uniformly strained crystal. Find the matrix that governs the zone-centre optical modes, and say where it must be evaluated.

**Solution.** In a zone-centre mode all A atoms share one displacement $\mathbf u_A$ and all B atoms share one displacement $\mathbf u_B$. Moving the whole crystal costs nothing, so the energy depends on the difference $\mathbf u=\mathbf u_B-\mathbf u_A$ alone: $E=E(\varepsilon,\mathbf u)$. Since $\partial\mathbf u/\partial\mathbf u_A=-I$ and $\partial\mathbf u/\partial\mathbf u_B=+I$, Newton's equations are

$$m\ddot{\mathbf u}_A=+\frac{\partial E}{\partial\mathbf u},\qquad m\ddot{\mathbf u}_B=-\frac{\partial E}{\partial\mathbf u}.$$

Subtracting the first from the second gives

$$\ddot{\mathbf u}=-\frac{2}{m}\frac{\partial E}{\partial\mathbf u}.$$

The factor $2/m$ is the inverse of the reduced mass $m/2$.

Strain can push the two sublattices apart, so the rest position is in general not $\mathbf u=0$. It is the point $\bar{\mathbf u}(\varepsilon)$ at which $\partial E/\partial\mathbf u=0$. Writing $\mathbf u=\bar{\mathbf u}+\mathbf v$ and keeping terms linear in $\mathbf v$,

$$\ddot v_i=-\sum_j W_{ij}v_j,\qquad W_{ij}=\frac2m\left.\frac{\partial^2E}{\partial u_i\partial u_j}\right|_{\bar{\mathbf u}(\varepsilon)}.$$

The eigenvalues of $W$ are the squared frequencies and its eigenvectors are the directions of vibration. Without strain $W=\omega_0^2I$, because the mode is triply degenerate. The quantity of interest is therefore

$$K=W-\omega_0^2I .$$

Its first-order part has two sources: the direct change of the curvature with strain, and the change caused by the move to $\bar{\mathbf u}$. Both belong to the measured shift.

No electric-field term has been left out of the restoring force. A uniformly strained diamond lattice keeps an inversion centre at each bond midpoint. Inversion reverses vectors and also exchanges A and B, so it leaves $\mathbf u$ unchanged, whereas it reverses a polarization. A polarization linear in $\mathbf v$ is thus forbidden. Two further assumptions are that the electrons follow the atoms adiabatically and that the phonon wavevector is negligible.

### (b) How many constants does the first-order response need?

Write $K_{ij}=\sum_{kl}T_{ijkl}\varepsilon_{kl}$. Use the symmetry of the four bonds to reduce $T$ to its independent constants.

**Solution.** $K$ is symmetric, so $T$ is symmetric in $ij$. Because $\varepsilon$ is symmetric, $T$ may also be chosen symmetric in $kl$. If an operation $Q$ maps the set of four bonds onto itself, rotating both strain and displacement by $Q$ leaves the energy unchanged. Hence $K(Q\varepsilon Q^{T})=Q\,K(\varepsilon)\,Q^{T}$, which says that $T$ is invariant under $Q$.

Take first the half-turn about $z$, which sends $(x,y,z)$ to $(-x,-y,z)$. It exchanges bonds 1 and 4, and bonds 2 and 3. A component of $T$ with $n_x$ indices $x$, $n_y$ indices $y$ and $n_z$ indices $z$ is multiplied by $(-1)^{n_x+n_y}$, so it vanishes unless $n_x+n_y$ is even. The half-turn about $x$ likewise requires $n_y+n_z$ to be even. The three numbers therefore have the same parity. They add up to four, and three odd numbers cannot do so; all three are even. The survivors are of the types $T_{xxxx}$, $T_{xxyy}$ and $T_{xyxy}$.

The threefold rotation $x\to y\to z\to x$ keeps bond 1 and permutes the others. It gives

$$T_{xxxx}=T_{yyyy}=T_{zzzz},\qquad T_{xyxy}=T_{yzyz}=T_{zxzx},$$
$$T_{xxyy}=T_{yyzz}=T_{zzxx},\qquad T_{yyxx}=T_{zzyy}=T_{xxzz}.$$

The mirror that exchanges $x$ and $y$ exchanges bonds 2 and 3 and keeps the other two. It sets $T_{xxyy}=T_{yyxx}$ and so joins the last two families. Three constants remain:

$$p=T_{xxxx},\qquad q=T_{xxyy},\qquad r=T_{xyxy}.$$

For the diagonal elements this means $K_{xx}=p\,\varepsilon_{xx}+q(\varepsilon_{yy}+\varepsilon_{zz})$, and cyclic partners. For an off-diagonal element the double sum contains both orders of the strain indices:

$$K_{xy}=T_{xyxy}\varepsilon_{xy}+T_{xyyx}\varepsilon_{yx}=2r\,\varepsilon_{xy}.$$

This is the origin of the 2, and it fixes the meaning of $r$ used below. All three constants have the dimension of a squared frequency.

### (c) What happens when the three shears are equal?

Let $\varepsilon_{yz}=\varepsilon_{zx}=\varepsilon_{xy}=s$, with no normal strain. Find the squared-frequency shifts to first order, the modes they belong to, and the frequency shifts.

**Solution.** The diagonal of $K$ vanishes and every off-diagonal element is $2rs$:

$$K=2rs\begin{pmatrix}0&1&1\\1&0&1\\1&1&0\end{pmatrix}=2rs\,(J-I),$$

where $J$ has all nine elements equal to one. For any vector, $J\mathbf v=(v_x+v_y+v_z)(1,1,1)$. For $\mathbf n=(1,1,1)/\sqrt3$ this gives $J\mathbf n=3\mathbf n$. For any vector perpendicular to $\mathbf n$ the component sum is zero, so $J\mathbf v=0$. Therefore

$$\Delta(\omega^2)_{[111]}=2rs(3-1)=4rs,$$
$$\Delta(\omega^2)_{\perp}=2rs(0-1)=-2rs\quad\text{(twice)}.$$

The singlet vibrates along $[111]$ and the doublet vibrates in the plane perpendicular to it. The sum of the shifts, $4rs-2rs-2rs$, is zero, as the vanishing trace of $K$ requires. The separation of the squared frequencies is $6rs$.

If $\lambda$ is a shift of the squared frequency and $|\lambda|\ll\omega_0^2$, then $\sqrt{\omega_0^2+\lambda}\approx\omega_0+\lambda/(2\omega_0)$, and

$$\Delta\omega_{[111]}=\frac{2rs}{\omega_0},\qquad \Delta\omega_\perp=-\frac{rs}{\omega_0},\qquad \omega_{[111]}-\omega_\perp=\frac{3rs}{\omega_0}.$$

With the engineering shear $\gamma=2s$ the same squared-frequency shifts read $2r\gamma$ and $-r\gamma$.

The strain has a simple geometrical meaning. Its matrix is $s(J-I)$, so the crystal is stretched by $2s$ along $[111]$ and by $-s$ in every perpendicular direction; the volume is unchanged to first order. If $r$ is negative, stretching along $[111]$ lowers the singlet and raises the doublet.

The degeneracy of the doublet does not depend on the first-order approximation. The strain is unchanged by the threefold rotation $C$ about $\mathbf n$, so $W$ commutes with $C$. Then $C(W\mathbf n)=W\mathbf n$, which puts $W\mathbf n$ along $\mathbf n$. In the perpendicular plane $W$ is a symmetric $2\times2$ matrix that a turn by $120^\circ$ leaves unchanged, and such a matrix is a multiple of the identity. The ratio $4:-2$, by contrast, is a first-order result.

The equality of the shears matters. If $\varepsilon_{xy}=s$ is the sole shear, $K$ couples $x$ and $y$ alone. Its eigenvalues are $2rs$ along $[110]$, $-2rs$ along $[1\bar10]$ and $0$ along $[001]$, which are three separate lines.

### (d) Where does $r$ come from in a simple bond model?

Take

$$E=\sum_{a=1}^{4}\left(\tfrac38\alpha X_a^2+G X_a^3\right)+\tfrac34\beta\sum_{a<c}D_{ac}^2,$$

with $X_a=b_a^2-1$, $D_{ac}=\mathbf b_a\cdot\mathbf b_c+\tfrac13$ and $\mathbf b_a=(I+\varepsilon)\mathbf b_a^0+\mathbf u$. Here $\alpha$ resists stretching, $\beta$ resists bending, and a negative $G$ softens a stretched bond. Find $\omega_0^2$ and $r$.

**Solution.** Differentiating twice with respect to $\mathbf u$ gives

$$\partial_i\partial_jX^2=8b_ib_j+4X\delta_{ij},\qquad \partial_i\partial_jX^3=24X\,b_ib_j+6X^2\delta_{ij},$$
$$\partial_i\partial_jD_{ac}^2=2(\mathbf b_a+\mathbf b_c)_i(\mathbf b_a+\mathbf b_c)_j+4D_{ac}\delta_{ij}.$$

Let $S_{ij}=\sum_a b_{a,i}b_{a,j}$ and $\mathbf B=\sum_a\mathbf b_a=4\mathbf u$. Each bond belongs to three pairs, so the pair sum of $(\mathbf b_a+\mathbf b_c)_i(\mathbf b_a+\mathbf b_c)_j$ is $3S_{ij}+(B_iB_j-S_{ij})=2S_{ij}+B_iB_j$. Without strain $S=\tfrac43I$ and $X=D=0$. The curvature is then $3\alpha\cdot\tfrac43+\tfrac34\beta\cdot2\cdot2\cdot\tfrac43=4(\alpha+\beta)$, and $\omega_0^2=8(\alpha+\beta)/m$.

Now apply $\varepsilon_{xy}=s$ alone. The half-turn about $z$ survives, so $\bar{\mathbf u}=(0,0,w)$. For all four bonds $b^0_z=\sqrt3\,b^0_xb^0_y$. With $V=2\sqrt3\,w$, the first-order stretch is

$$X_a=4s\,b^0_xb^0_y+2w\,b^0_z=(4s+V)\,b^0_xb^0_y .$$

For the angles, $D_{ac}=2\mathbf b^0_a\cdot\varepsilon\mathbf b^0_c+\mathbf u\cdot(\mathbf b^0_a+\mathbf b^0_c)$. This gives $D_{14}=-(4s-V)/3$, $D_{23}=+(4s-V)/3$, and zero for the other four pairs. Since $\sum_a(b^0_xb^0_y)^2=\tfrac49$, the second-order energy is

$$E_2=\frac\alpha6(4s+V)^2+\frac\beta6(4s-V)^2 .$$

Its minimum is at $V=-4\zeta s$, where $\zeta=(\alpha-\beta)/(\alpha+\beta)$, so $w=-2\zeta s/\sqrt3$. The stretch becomes $X_a=4s(1-\zeta)b^0_xb^0_y$: relaxation relieves the bonds.

To first order $S_{xy}=\tfrac83s$, and $B_xB_y$ does not contribute. The $xy$ curvature is

$$3(\alpha+\beta)S_{xy}+24G\sum_aX_ab^0_xb^0_y=8(\alpha+\beta)s+\frac{128}{3}G(1-\zeta)s .$$

Dividing by $4(\alpha+\beta)$ gives $K_{xy}/\omega_0^2=2(r/\omega_0^2)s$, hence

$$\frac r{\omega_0^2}=1+\frac{16\,G(1-\zeta)}{3(\alpha+\beta)} .$$

For $\alpha=1$, $\beta=0.3$, $G=-0.9$ one finds $\zeta=0.5385$ and $r/\omega_0^2=-0.704$. With the sublattices held at $\mathbf u=0$, the factor $1-\zeta$ becomes 1 and the value would be $-2.692$. In this model the softening of stretched bonds makes $r$ negative, and relaxation reduces its effect.

The model also tests part (c). For three equal shears, numerical relaxation and central differences of the curvature matrix give slopes in $s$ of $-2.817\,\omega_0^2$ for the singlet and $1.408\,\omega_0^2$ for the doublet. These are $4.000$ and $-2.000$ times the $r$ found from a single shear.

## Second half: reading the stress in a (111) film

The second half uses these results. The strain has tensor components in fixed cubic axes, $\mathbf n=(1,1,1)/\sqrt3$, and $J$ is the matrix of ones. The first-order change $K$ of the squared-frequency matrix has

$$K_{xx}=p\,\varepsilon_{xx}+q(\varepsilon_{yy}+\varepsilon_{zz}),\qquad K_{xy}=2r\,\varepsilon_{xy},$$

with cyclic partners. Equal shears $s$ shift the squared frequency of the singlet along $\mathbf n$ by $4rs$ and that of the perpendicular doublet by $-2rs$. A small squared-frequency shift $\lambda$ changes the frequency by $\lambda/(2\omega_0)$. From here on, frequencies are given as wavenumbers in cm$^{-1}$; since $p,q,r$ are stated as multiples of $\omega_0^2$, no conversion factor enters.

The example is a silicon film with a (111) surface under an equibiaxial tensile stress of $\sigma=1.0$ GPa. The constants are inputs chosen for the example, close to those of silicon: $\omega_0=520$ cm$^{-1}$, $(p,q,r)=(-1.8,-2.3,-0.7)\,\omega_0^2$, and elastic constants $c_{11}=166$, $c_{12}=64$ and $c_{44}=80$ GPa.

### (e) Does such a film have equal cubic shears?

The film is free to move along its normal and carries the same tension $\sigma$ in every in-plane direction. Find its strain in the cubic axes.

We have found that three equal shears $s$ split the optical triplet, to first order, into a singlet along $[111]$ shifted by $4rs$ in squared frequency and a doublet shifted by $-2rs$, and a simple bond model has shown how $r$ can be negative. It remains to find the strain of the (111) film, locate its phonon lines, separate them with polarized light, and judge how far the stress reading can be trusted.

All numerical values are calculated from the stated model.
